# Inverse-frequency law for the lobe area of a flux-controlled memristor

**Result.** A memristor whose conductance varies linearly with flux, with slope $G_1$, is driven by $v=V\sin\omega t$. Each lobe of its pinched current–voltage loop has the area

$$|A|=\frac{2|G_1|V^3}{3\omega}. \tag{1}$$

At fixed $V$ and $G_1$ the area is inversely proportional to frequency. If the conductance is a curved function of flux, (1) becomes the high-frequency limit, provided the slope at the limiting operating flux is not zero. The inverse law also holds approximately at finite frequency if "weakly flux-dependent" means that the slope is nearly constant over the flux swing. A small total change of conductance is not enough, as a saturating device will show.

## 1. The device and the drive

The model is the ideal flux-controlled memristor,

$$i=G(\varphi)\,v,\qquad \frac{d\varphi}{dt}=v. \tag{2}$$

Here $\varphi$ is the time integral of the voltage, in V s. It serves as the memory variable and need not be a magnetic flux. The function $G$ is smooth. Cells whose internal state relaxes by itself, or moves only above a threshold voltage, obey other state equations and are not covered.

Integrating $v=V\sin\omega t$ gives

$$\varphi(t)=\varphi_c-\frac{V}{\omega}\cos\omega t. \tag{3}$$

The constant $\varphi_c$ is the centre of the flux swing. The flux at $t=0$ is $\varphi_i=\varphi_c-V/\omega$, so fixing the centre and fixing the starting flux are different experiments when $\omega$ is varied. The centre is held fixed until section 5.

The drive has no constant part. A constant voltage $V_0$ added to it would shift the flux by $2\pi V_0/\omega$ in every period, so the flux swing would drift instead of repeating. The loop then changes from one period to the next, unless $G$ is periodic in that shift or the drift has carried the device into saturation.

Equation (3) contains the origin of the frequency dependence. The voltage always sweeps from $-V$ to $V$, but the flux moves only by $\pm V/\omega$ about its centre. A faster drive leaves less time to change the state.

**Sign convention.** Let $v$ be the horizontal axis and $i$ the vertical one. The first lobe is traced during $0\le t\le\pi/\omega$, when $v\ge0$. Since $v=0$ implies $i=0$, it starts and ends at the origin and is a closed curve. Its signed area is

$$A=-\oint i\,dv, \tag{4}$$

which is positive for anticlockwise traversal.

**Check on the simplest case.** If $G=G_c$ is constant, then $i=G_cv$. The outward and return paths lie on the same straight line, and $A=0$. A lobe requires a conductance that differs between the two passages through the same voltage.

## 2. Linear conductance: the two branches

Now take

$$G(\varphi)=G_c+G_1(\varphi-\varphi_c). \tag{5}$$

At a given voltage between $0$ and $V$, $\sin\omega t=v/V$, and hence $\cos\omega t=\pm\sqrt{1-v^2/V^2}$. The cosine is positive while $v$ rises and negative while it falls. Equation (3) then gives

$$\varphi-\varphi_c=\mp\frac{1}{\omega}\sqrt{V^2-v^2},$$

with the upper sign for rising voltage. Inserting this in (5) and multiplying by $v$ gives the branches

$$i_{\rm rise}=G_cv-\frac{G_1}{\omega}v\sqrt{V^2-v^2},\qquad
i_{\rm fall}=G_cv+\frac{G_1}{\omega}v\sqrt{V^2-v^2}.$$

Their separation is

$$\Delta i=i_{\rm fall}-i_{\rm rise}=\frac{2G_1}{\omega}v\sqrt{V^2-v^2}. \tag{6}$$

It vanishes at the pinch, $v=0$, and at the turning point, $v=V$. To find its maximum, differentiate the square of the voltage factor:

$$\frac{d}{dv}\left[v^2(V^2-v^2)\right]=2v(V^2-2v^2)=0.$$

The interior solution is $v=V/\sqrt2$. There $v\sqrt{V^2-v^2}=V^2/2$, so the largest separation has magnitude $|G_1|V^2/\omega$.

For $G_1>0$ the point goes out along the lower branch and returns along the upper one, which is anticlockwise. Splitting (4) into the two passages,

$$A=-\int_0^V i_{\rm rise}\,dv-\int_V^0 i_{\rm fall}\,dv=\int_0^V\Delta i\,dv.$$

Substitute $s=V^2-v^2$, for which $ds=-2v\,dv$. The minus sign is absorbed by exchanging the limits:

$$A=\frac{2G_1}{\omega}\int_0^V v\sqrt{V^2-v^2}\,dv
=\frac{G_1}{\omega}\int_0^{V^2}s^{1/2}\,ds
=\frac{2G_1V^3}{3\omega}. \tag{7}$$

This is (1), with its sign. No expansion in small $G_1$ was made.

**Check on the range of the model.** The smallest conductance in the swing is $G_c-|G_1|V/\omega$. It is positive only if

$$\varepsilon=\frac{|G_1|V}{\omega G_c}<1. \tag{8}$$

In terms of this relative half-swing of the conductance, $|A|=\tfrac23\varepsilon G_cV^2$. While the linear device remains passive, its lobe area is therefore below $\tfrac23G_cV^2$. The apparent divergence of (1) at $\omega\to0$ lies outside the range in which (5) can describe a passive device.

**Check on what is held fixed.** Suppose the flux amplitude $\Phi=V/\omega$ were kept constant instead of $V$. Then $V=\omega\Phi$, and (7) gives $A=\tfrac23G_1\Phi^3\omega^2$, which grows with frequency. The inverse law belongs to a drive of fixed voltage amplitude.

## 3. Numbers for the linear device

Take the round model parameters $V=1$ V, $G_c=1$ mS and $G_1=10$ mS/(V s). Condition (8) requires $f=\omega/2\pi>1.592$ Hz. At $f=10$ Hz, $\omega=62.832$ rad/s, and

$$A=\frac{2(0.010)(1)^3}{3(62.832)}\ {\rm W}=1.061\times10^{-4}\ {\rm W}=106.1\ \mu{\rm W}.$$

The unit is volt times ampere. For comparison, the flux equation was integrated in time and the lobe measured as a polygon in the $(v,i)$ plane, without using (7).

| $f$ (Hz) | $V/\omega$ (mV s) | largest separation (µA) | measured area (µW) |
|---:|---:|---:|---:|
| 10 | 15.92 | 159.2 | 106.10 |
| 100 | 1.592 | 15.92 | 10.61 |
| 1000 | 0.1592 | 1.592 | 1.061 |

The measured areas agree with (7) to within a relative tolerance of $10^{-5}$, and the fitted frequency exponent is $-1.00000$. Halving the voltage at 100 Hz divides the area by 8.0000, as $V^3$ requires. The three powers of $V$ have separate origins: one from the width of the lobe along the voltage axis, one from the factor $v$ in the current, and one from the flux swing.

**The area is not dissipated power.** Although $A$ has the unit watt, it is the integral of $i\,dv$, whereas the energy delivered in a period is the integral of $iv\,dt$. For the linear device the mean power is

$$\overline{P}=\frac{\omega}{2\pi}\int_0^{2\pi/\omega}
\left(G_c-\frac{G_1V}{\omega}\cos\omega t\right)V^2\sin^2\omega t\,dt
=\frac{G_cV^2}{2}.$$

The second term drops out because $\cos\omega t\,\sin^2\omega t$ is the derivative of $\sin^3\omega t/(3\omega)$, which returns to its initial value after a period. The calculated mean power is 500 µW at all three frequencies, while the lobe area falls by a factor of one hundred. A closing loop does not mean that heating disappears: the device approaches an ordinary resistor of conductance $G_c$.

## 4. Any smooth conductance

For general $G$, insert $i=Gv$ in (4) and write $v\,dv=d(v^2/2)$. Integration by parts over the first half-period gives

$$A=-\left[\frac{Gv^2}{2}\right]_{t=0}^{t=\pi/\omega}+\frac12\int_0^{\pi/\omega}v^2\frac{dG}{dt}\,dt.$$

The boundary term is zero because $v=0$ at both ends. By the chain rule $dG/dt=G'(\varphi)v$, and therefore

$$A=\frac12\int_0^{\pi/\omega}G'(\varphi)\,v^3\,dt. \tag{9}$$

The constant part of the conductance has disappeared; the slope produces the lobe.

To turn this into an integral over flux, use $v\,dt=d\varphi$ and, from (3),

$$v^2=V^2(1-\cos^2\omega t)=V^2-\omega^2(\varphi-\varphi_c)^2.$$

During the first half-period the flux rises from $\varphi_c-V/\omega$ to $\varphi_c+V/\omega$. With $u=\omega(\varphi-\varphi_c)/V$, so that $d\varphi=(V/\omega)du$ and $v^2=V^2(1-u^2)$,

$$A=\frac{V^3}{2\omega}\int_{-1}^{1}G'\!\left(\varphi_c+\frac{Vu}{\omega}\right)(1-u^2)\,du.$$

Since $\int_{-1}^{1}(1-u^2)du=4/3$, define the average of any function $g(u)$ by

$$\langle g\rangle=\frac34\int_{-1}^{1}g(u)(1-u^2)\,du,$$

which satisfies $\langle1\rangle=1$. Then

$$A=\frac{2V^3}{3\omega}\langle G'\rangle. \tag{10}$$

**Check on the linear case.** If $G'=G_1$ everywhere, the average is $G_1$ and (7) returns.

**The second lobe.** During the next half-period the flux runs back over the same interval. The integrand $\tfrac12G'v^2\,d\varphi$ has the same values, but the limits are reversed, so the signed area is $-A$. The two lobes cancel if added with sign. The lobe area must be taken over one half-period.

**Signed and geometric area.** At voltage $v$, with $x=\sqrt{V^2-v^2}/\omega$, the branch separation is $v[G(\varphi_c+x)-G(\varphi_c-x)]$. If $G$ is monotonic, this does not change sign for $v>0$, and $|A|$ is the geometric area between the branches. Otherwise the branches can cross and parts of the signed area can cancel.

**How weak is weak enough?** Suppose that over the whole swing $|G'(\varphi)-G_1|\le\delta|G_1|$ for some nonzero reference slope $G_1$. The weight in the average is nonnegative, so

$$\left|\langle G'\rangle-G_1\right|\le\langle|G'-G_1|\rangle\le\delta|G_1|.$$

Hence the signed area differs from $2G_1V^3/(3\omega)$ by at most the fraction $\delta$ of that value. With a fixed centre, the flux interval at a higher frequency lies inside the interval at a lower one. A value of $\delta$ established at the lowest frequency therefore serves for all higher frequencies too. A nearly constant slope is thus sufficient for the inverse law. It is not necessary: at fixed centre, a slope that varies linearly with flux averages to its central value, and the inverse law is then exact.

## 5. Approach to the high-frequency limit

As $\omega$ grows the swing shrinks, and $G'$ can be expanded about the centre:

$$G'\!\left(\varphi_c+\frac{Vu}{\omega}\right)=G'(\varphi_c)+\frac{Vu}{\omega}G''(\varphi_c)+\frac{V^2u^2}{2\omega^2}G'''(\varphi_c)+\cdots.$$

The average of $u$ is zero by symmetry, and

$$\langle u^2\rangle=\frac34\left(\frac23-\frac25\right)=\frac15.$$

Therefore, at fixed centre,

$$A=\frac{2V^3}{3\omega}\left[G'(\varphi_c)+\frac{V^2}{10\omega^2}G'''(\varphi_c)+\cdots\right]. \tag{11}$$

If the starting flux $\varphi_i$ is fixed instead, the centre is $\varphi_c=\varphi_i+V/\omega$ and moves as the frequency changes. Then $G'(\varphi_c)=G'(\varphi_i)+(V/\omega)G''(\varphi_i)+\cdots$, and

$$A=\frac{2V^3}{3\omega}G'(\varphi_i)\left[1+\frac{V}{\omega}\frac{G''(\varphi_i)}{G'(\varphi_i)}+\cdots\right]. \tag{12}$$

For $G'(\varphi_i)\neq0$ the leading law is again inverse in frequency. If also $G''(\varphi_i)\neq0$, the first relative correction now falls as $1/\omega$ rather than $1/\omega^2$; if $G''(\varphi_i)=0$, that term is absent and the correction falls at least as fast as $1/\omega^2$. For strictly linear $G$ the correction is absent, since the slope is the same at every centre.

**Check on a vanishing slope.** Let the centre be fixed at $\varphi_c=0$.

- If $G$ is even in $\varphi$, then $G(x)=G(-x)$ and the branches coincide. There is no lobe, although the current is a nonlinear function of voltage.
- If $G=G_c+K\varphi^3$, then $G'=3K\varphi^2$ and $\langle G'\rangle=3KV^2/(5\omega^2)$. Equation (10) gives

$$A=\frac{2KV^5}{5\omega^3}. \tag{13}$$

For $K=100$ S/(V s)$^3$ and $f=100$ Hz, the measured area is 0.1613 µW, in agreement with (13), and the exponent between 100 and 200 Hz is $-3.0000$. The inverse law fails here at every frequency because its leading coefficient is zero.

A fixed start gives yet another power. For $G=G_c+a\varphi^2$ started at $\varphi_i=0$, the centre is $V/\omega$. The slope $2a\varphi$ is linear, so its average is its central value $2aV/\omega$, and $A=4aV^4/(3\omega^2)$.

## 6. A weak conductance change that saturates

Consider

$$G(\varphi)=G_c+G_1\varphi_s\tanh\frac{\varphi}{\varphi_s},\qquad \varphi_c=0, \tag{14}$$

with $\varphi_s=10$ mV s and the other parameters unchanged. The total span of $G$ is $2G_1\varphi_s=0.2$ mS, or $\pm10\%$ about $G_c$. The conductance is thus weakly dependent on flux in the loose sense at every frequency.

Let $X=V/(\omega\varphi_s)$ be the flux half-swing in units of the saturation flux. The slope is $G'=G_1\,{\rm sech}^2(\varphi/\varphi_s)$. It is largest at the centre and smallest at the ends, so the bound of section 4 has $\delta=1-{\rm sech}^2X$.

| $f$ (Hz) | measured area (µW) | ratio to (1) | $\delta$ |
|---:|---:|---:|---:|
| 1 | 99.68 | 0.0939 | 1.000 |
| 10 | 74.25 | 0.6998 | 0.847 |
| 100 | 10.557 | 0.99497 | 0.0249 |
| 1000 | 1.061 | 0.99995 | 0.00025 |

**High-frequency side.** Using ${\rm sech}^2y=1-y^2+\tfrac23y^4-\cdots$ and $\langle u^4\rangle=\tfrac34(\tfrac25-\tfrac27)=\tfrac3{35}$, the ratio to (1) is

$$\frac{\langle G'\rangle}{G_1}=1-\frac{X^2}{5}+\frac{2X^4}{35}-\cdots. \tag{15}$$

At 100 Hz, $X=1.5915/10=0.15915$, and the first two terms give 0.99493. The next term adds about $4\times10^{-5}$, which accounts for the measured 0.99497. For small $X$ the bound is $\delta\approx X^2$, five times the actual deviation $X^2/5$. This explains why the bound at 100 Hz is 2.5% while the error of the inverse law, relative to (1), is 0.5%.

**Low-frequency side.** The branch separation is

$$\Delta i=2G_1\varphi_s\,v\tanh\frac{\sqrt{V^2-v^2}}{\omega\varphi_s}.$$

As $\omega\to0$, the hyperbolic tangent tends to one for every $v<V$. The device goes out in its low-conductance state and returns in its high-conductance state, and

$$A\to2G_1\varphi_s\int_0^Vv\,dv=G_1\varphi_sV^2=100\ \mu{\rm W}. \tag{16}$$

At fixed centre the area levels off instead of growing as $1/\omega$. If the starting flux is held at zero instead, the flux runs from $0$ to $2V/\omega$. At low frequency the device is then saturated during most of both passages, the branches merge, and the area tends to zero. With the centre fixed, as in the table, the area falls only from 99.68 to 74.25 µW between 1 and 10 Hz.

The small deficit at 1 Hz also follows from (10). Put $y=Xu$ and use $V/(\omega X)=\varphi_s$:

$$\frac{A}{G_1\varphi_sV^2}=\frac12\int_{-X}^{X}{\rm sech}^2y\left(1-\frac{y^2}{X^2}\right)dy
\approx1-\frac{\pi^2}{12X^2}.$$

For large $X$ the limits may be extended to infinity with exponentially small error. The first integral is then 2. For the second, integration by parts and $s=2y$ give

$$\int_0^\infty y^2{\rm sech}^2y\,dy=\int_0^\infty2y(1-\tanh y)\,dy=\int_0^\infty\frac{s\,ds}{e^s+1}=\frac{\pi^2}{12},$$

and the integral over both signs of $y$ is twice this. At 1 Hz, $X=15.9$ and the deficit is 0.32%, as found.

**Fixed starting flux.** Start the same device at $\varphi_i=5$ mV s and drive it at 1000 Hz. Differentiating the slope gives $G''/G'=-(2/\varphi_s)\tanh(\varphi_i/\varphi_s)$. The first correction in (12) is therefore

$$-2\tanh(0.5)\,\frac{0.15915}{10}=-0.01471.$$

The measured shift, relative to the inverse law with slope $G'(\varphi_i)$, is $-0.01481$. The difference of $10^{-4}$ is of second order in $V/(\omega\varphi_s)=0.0159$, whose square is $2.5\times10^{-4}$.

The low- and high-frequency limits of the device (14) show where the inverse law applies. For the ideal model (2), it holds when the slope at the operating flux is not zero and the flux half-swing $V/\omega$ is small compared with the flux over which the slope changes by an appreciable fraction of itself, here of order $\varphi_s$. The size of the conductance change relative to $G_c$ limits how wide the lobe can be beside the resistive line; the dependence of the weighted mean slope $\langle G'\rangle$ on frequency determines how the area departs from the inverse law. The remaining values are in the numerical output.

## Calculated quantities

```
Drive amplitude V = 1.0 V
Centre conductance Gc = 1.0 mS
Conductance slope G1 = 10.0 mS/(V s)
Saturation flux phi_s = 10.0 mV s
Linear model has G > 0 above f = 1.592 Hz
Linear, f = 10 Hz:
  angular frequency = 62.832 rad/s
  flux half-swing V/omega = 15.9155 mV s
  relative conductance half-swing = 0.15915
  largest branch separation = 159.155 uA
  measured lobe area = 106.1033 uW
  area from inverse law = 106.1033 uW
  mean dissipated power = 500.000 uW
Linear, f = 100 Hz:
  angular frequency = 628.319 rad/s
  flux half-swing V/omega = 1.5915 mV s
  relative conductance half-swing = 0.01592
  largest branch separation = 15.915 uA
  measured lobe area = 10.6103 uW
  area from inverse law = 10.6103 uW
  mean dissipated power = 500.000 uW
Linear, f = 1000 Hz:
  angular frequency = 6283.185 rad/s
  flux half-swing V/omega = 0.1592 mV s
  relative conductance half-swing = 0.00159
  largest branch separation = 1.592 uA
  measured lobe area = 1.0610 uW
  area from inverse law = 1.0610 uW
  mean dissipated power = 500.000 uW
Linear: fitted frequency exponent = -1.00000
Area ratio, V against V/2, at 100 Hz = 8.0000
Saturating: total span of G = 0.200 mS
Saturating, f = 1 Hz: area = 99.6753 uW
  ratio to inverse law = 0.09394, bound = 1.00000
Saturating, f = 10 Hz: area = 74.2548 uW
  ratio to inverse law = 0.69984, bound = 0.84711
Saturating, f = 100 Hz: area = 10.5570 uW
  ratio to inverse law = 0.99497, bound = 0.02491
Saturating, f = 1000 Hz: area = 1.0610 uW
  ratio to inverse law = 0.99995, bound = 0.00025
Saturating: low-frequency limit = 100.000 uW
Saturating, 100 Hz: expanded ratio = 0.99493
Fixed start phi_i = 5.0 mV s, f = 1000 Hz:
  relative area shift = -0.01481
  first-order formula = -0.01471
Cubic G: coefficient K = 100.0 S/(V s)^3
Cubic G: area at 100 Hz = 0.16126 uW
Cubic G: frequency exponent = -3.0000
```
